# Effective sample numbers for coarse-grained, time-averaged particle-in-cell densities, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: equilibrium statistics and correlation in time

Anyone running a particle-in-cell simulation of a processing plasma must decide how many macroparticles to carry and how long to average before a density profile is accurate enough to use. Suppose a coarse cell holds 1000 electrons and the density is averaged over 2000 time steps. Counting every electron at every step as a new sample gives $2\times10^6$ samples and a relative error of 0.07%. That count assumes that particles are independent of one another and that successive steps are independent too. Both assumptions are false. The number that should replace the count is

$$
N_{\rm eff}=\frac{n_0^2}{\mathrm{Var}(\bar n)},
$$

where $\bar n$ is the averaged density estimate and $n_0$ its mean. It is the number of independent Poisson counts that would give the same relative error.

### Model and spatial weight

Take a uniform plasma in one dimension, in a periodic box of length $B$, with $N$ electron macroparticles and $N$ singly charged ion macroparticles of equal weight. The electrons are Maxwellian with thermal speed $v=(T_e/m)^{1/2}$, where $T_e$ is in energy units. The plasma frequency is $\omega_p$ and the Debye length is $\lambda=v/\omega_p$. The ions do not move during the averaging time. Fluctuations are small, so the theory is linear in them; this needs many macroparticles per Debye length.

The fine grid has spacing $h$ and particles are deposited with linear weighting. A coarse estimate is the mean over $M$ neighbouring nodes, so the coarse width is $L=Mh$. The linear weight, divided by $h$, is the convolution of two top hats of width $h$ and unit area. Adding $M$ copies displaced by $h$ and dividing by $M$ turns one of them into a top hat of width $L$. The coarse weight is therefore $w=\Pi_L*\Pi_h$, with unit area, and its Fourier transform is

$$
W_k=\operatorname{sinc}\frac{kL}{2}\,\operatorname{sinc}\frac{kh}{2},
\qquad \operatorname{sinc}x=\frac{\sin x}{x}.
$$

Let $k=2\pi p/B$ with integer $p$, and let $r_k=\sum_i e^{-ikx_i}$ be the electron amplitude. The periodic weight is $w(x)=B^{-1}\sum_kW_ke^{ikx}$. An estimate centred at $X$ is then

$$
\frac{\bar n}{n_0}=\frac BN\sum_i w(X-x_i)
=1+\frac1N\sum_{p\ne0}W_ke^{ikX}r_k .
$$

The unit term is $p=0$, which does not fluctuate because $N$ is fixed. The ensemble, including the ion positions, is statistically uniform, so amplitudes with different $k$ are uncorrelated and

$$
\frac{\mathrm{Var}(\bar n)}{n_0^2}
=\frac1N\sum_{p\ne0}W_k^2\,\frac{\langle|r_k|^2\rangle}{N}. \tag{1}
$$

For independent, uniformly placed electrons, $\langle|r_k|^2\rangle=N$. Parseval's theorem gives $\sum_pW_k^2=B\int w^2dx$. The function $w$ is a trapezoid of height $1/L$, with a plateau of length $L-h$ and two ramps of length $h$. Each ramp contributes $h/(3L^2)$, so, provided $L+h\le B$,

$$
\int w^2dx=\frac{L-h+2h/3}{L^2}=\frac1L\left(1-\frac1{3M}\right).
$$

With $N_c=Nh/B$ electrons per fine cell, subtracting the $p=0$ term gives

$$
\left.\frac{\mathrm{Var}(\bar n)}{n_0^2}\right|_{\rm indep}
=\frac{1-1/(3M)}{MN_c}-\frac1N . \tag{2}
$$

The factor $1-1/(3M)$ comes from particles shared across the cell edges. The last term comes from the fixed total number.

### Snapshots and the part set by the ions

Now average $K$ snapshots separated by $\Delta t$. For given ion positions, write $r_k(t)=\mu_k+\delta_k(t)$, where $\mu_k$ is the mean over electron states and $\delta_k$ has zero mean. Define $C_k(t)$ by $\langle\delta_k(t)\delta_k^*(0)\rangle=NC_k(t)$. In the double sum over snapshots, lag zero occurs $K$ times and each lag $m>0$ occurs $2(K-m)$ times. The electron part of the variance therefore contains

$$
A_k=\frac1K\left[C_k(0)+2\sum_{m=1}^{K-1}
\left(1-\frac mK\right)C_k(m\Delta t)\right]. \tag{3}
$$

The term $\mu_k$ is the same in every snapshot, because the ions are frozen. It passes through the time average unchanged. Since $\delta_k$ has zero mean for each ion configuration, the two parts add without a cross term.

### Equilibrium of one mode

To find $\mu_k$ and $C_k(0)$, one needs the energy of a density fluctuation. A macroparticle in one dimension is a charged sheet. Let it carry charge $q$ in magnitude and mass $m_s$ per unit area, with $q/m_s=e/m$, and let $b_k$ be the ion amplitude. Deposition and force interpolation each contribute a factor $\operatorname{sinc}^2(kh/2)$. With a field solver that is spectral on the grid, the electrostatic energy per area is

$$
U=\frac12\sum_{p\ne0}\frac{q^2\operatorname{sinc}^4(kh/2)}
{\varepsilon_0Bk^2}\,|r_k-b_k|^2 .
$$

This neglects alias coupling, by which the grid mixes wave numbers that differ by $2\pi/h$. Modes above the grid cutoff $\pi/h$ are treated as free. The plasma frequency obeys $\omega_p^2=(N/B)q^2/(\varepsilon_0m_s)$, and the thermal energy of a sheet is $m_sv^2$. Dividing,

$$
\frac{U}{m_sv^2}=\frac1{2N}\sum_{p\ne0}a_k|r_k-b_k|^2,
\qquad
a_k=\frac{\operatorname{sinc}^4(kh/2)}{(k\lambda)^2}, \tag{4}
$$

with $a_k=0$ above the cutoff. The coupling $a_k$ does not depend on the macroparticle weight. Carrying more particles reduces the noise, but it does not change its screening.

Without forces, $r_k$ is a sum of many independent phase factors. Its distribution is Gaussian, proportional to $\exp(-|r_k|^2/N)$ for each pair $\pm k$. The Boltzmann factor multiplies this by $\exp(-a_k|r_k-b_k|^2/N)$, since the pair contributes twice in (4). Completing the square,

$$
|r|^2+a|r-b|^2=(1+a)\left|r-\frac{a}{1+a}b\right|^2+\frac a{1+a}|b|^2 . \tag{5}
$$

Reading off the mean and the variance gives

$$
\mu_k=(1-S_k)b_k,\qquad C_k(0)=S_k,\qquad S_k=\frac1{1+a_k}. \tag{6}
$$

At long wavelength $a_k$ is large. The electrons then follow the ions closely, and their own fluctuation is suppressed because it would cost field energy. At wavelengths well below $\lambda$ they are nearly free.

Define the ion structure factor by $S_i=\langle|b_k|^2\rangle/N$. Ions placed at random have $S_i=1$. If the ions have instead relaxed at temperature $T_i$ while the electrons adjusted to them, the last term of (5) is their effective energy, in units set by $T_e$. The ion weight is $\exp\{-|b|^2[1+(T_e/T_i)a/(1+a)]/N\}$, so

$$
S_i=\frac{1+a_k}{1+a_k+a_kT_e/T_i}. \tag{7}
$$

This assumes that the ions are held at $T_i$ by a strong bath. For $T_i\ll T_e$ the electrons drive the weakly damped ion-sound modes towards $T_e$ at the rate of electron Landau damping. Equation (7) then holds only if ion collisions damp these modes faster than that rate by well over the factor $T_e/T_i$. With a weaker bath $S_i$ is larger than (7), and without collisions it is close to 1 at long wavelength and above 1 near $k\lambda\sim1$.

### Correlation in time

Let $f_k(u,t)$ be the amplitude of $\delta_k$ resolved in velocity $u$, so that $\int f_kdu=\delta_k$. By (4), a fluctuation $\delta_k$ gives an electron the potential energy $m_sv^2(a_k/N)\delta_ke^{ikx}$, and hence the acceleration amplitude $-ikv^2a_k\delta_k/N$. Let $f_M(u)$ be the Maxwellian normalized to one. Its slope is $f_M'=-uf_M/v^2$. The linear Vlasov equation becomes

$$
\partial_tf_k+ikuf_k=ikv^2a_k\delta_kf_M'=-ika_kuf_M\delta_k .
$$

The products of $\delta_k$ with the small static ion field are of second order and have been dropped. Over long windows this step needs care. The field of randomly placed frozen ions can trap or turn back slow electrons, and slow electrons carry much of the noise near zero frequency. The long-window formulas for the electron part, here and in the second derivation, therefore apply to a smooth ion background or a very weak ion field. With random ions the electron part can be several times larger. Integrating in time and then over velocity gives

$$
\delta_k(t)=\int f_k(u,0)e^{-ikut}du
+a_k\int_0^tg_k'(t-s)\delta_k(s)ds,
$$

where

$$
g_k(t)=\int f_Me^{-ikut}du=e^{-k^2v^2t^2/2}
$$

and $g_k'=\int(-iku)f_Me^{-ikut}du$ was used.

Multiply by $\delta_k^*(0)$ and average. In canonical equilibrium the velocities are independent of the positions, so $\langle f_k(u,0)\delta_k^*(0)\rangle=NS_kf_M(u)$. Therefore

$$
C_k(t)=S_kg_k(t)+a_k\int_0^tg_k'(t-s)C_k(s)ds . \tag{8}
$$

The first term is loss of memory by free streaming. In the second, $g_k'$ is negative, so the field opposes the fluctuation that produced it. Combining (1), (3) and (6),

$$
\frac{\mathrm{Var}(\bar n)}{n_0^2}
=\frac1N\sum_{p\ne0}W_k^2
\left[A_k+(1-S_k)^2S_i\right]. \tag{9}
$$

This is the result to be derived a second time below.

### Long windows and wide cells

Integrate (8) over all positive times. Since $\int_0^\infty g_k'dt=-1$, the integral $J=\int_0^\infty C_kdt$ obeys $J=S_k\int_0^\infty g_kdt-a_kJ$. Hence, for $k>0$,

$$
J=S_k^2\int_0^\infty g_kdt=\sqrt{\frac\pi2}\,\frac{S_k^2}{kv}. \tag{10}
$$

One power of $S_k$ comes from the smaller initial variance. The other comes from the restoring field, which lowers the time integral of $C_k/C_k(0)$. At long wavelength it does so by making $C_k$ oscillate: the oscillation lasts long, but its positive and negative parts nearly cancel in the integral. For dense sampling and a window $T=K\Delta t$ much longer than the correlation time, $A_k\to2J/T$.

Two limits follow for $B\to\infty$, $h\ll\lambda$ and fixed ions. Let $N_L=NL/B$ be the mean number in a coarse cell. With $\operatorname{sinc}^2(kL/2)=2(1-\cos kL)/(kL)^2$ and $S_k=k^2\lambda^2/(1+k^2\lambda^2)$, the one-snapshot variance obeys

$$
N_L\frac{\mathrm{Var}}{n_0^2}
=\frac{\lambda^2}{\pi L}\int_{-\infty}^{\infty}
\frac{1-\cos kL}{1+k^2\lambda^2}dk
=\frac\lambda L\left(1-e^{-L/\lambda}\right). \tag{11}
$$

A wide cell is quieter than Poisson by the factor $\lambda/L$. For the long-window average,

$$
N_L\frac{\mathrm{Var}}{n_0^2}
=\frac{2\sqrt{2\pi}\,\lambda^4}{\pi LvT}
\int_0^\infty\frac{k(1-\cos kL)}{(1+k^2\lambda^2)^2}dk .
$$

When $L\gg\lambda$ the cosine averages out and the integral tends to $1/(2\lambda^2)$. With $v=\lambda\omega_p$ the fixed-ion part gives

$$
N_{\rm eff}\to N_L\frac L\lambda\sqrt{\frac\pi2}\,\omega_pT . \tag{12}
$$

Independent electrons behave differently. After a long time their position spread is $vt\gg L$, and the chance of being found in the original cell is the cell width times the central Gaussian density, $L/(\sqrt{2\pi}\,vt)$. On an unbounded line the time integral of this tail diverges logarithmically. In the interacting fixed-ion part, the factor $S_k^2\propto k^4$ removes the long-wavelength modes that cause the divergence.

## Second derivation: screened particles and their frequency spectrum

The symbols carried over are these. The box length is $B$, the fine spacing $h$ and the coarse width $L=Mh$. There are $N$ electrons, with amplitude $r_k=\sum_ie^{-ikx_i}$, and $N$ frozen ions, with amplitude $b_k$ and structure factor $S_i$. The spatial weight is $W_k=\operatorname{sinc}(kL/2)\operatorname{sinc}(kh/2)$. The field coupling is $a_k=\operatorname{sinc}^4(kh/2)/(k\lambda)^2$ below the grid cutoff and zero above it. The free-streaming function is $g_k(t)=\exp(-k^2v^2t^2/2)$. The first derivation gave the variance (9), with $S_k=1/(1+a_k)$, the snapshot average $A_k$ of (3), and the correlation $C_k$ of (8). Equation (1), which turns amplitudes into a density variance, is geometry and is used again. The statistics of the amplitudes are now found without the Boltzmann distribution of positions.

### Response from perturbed orbits

Suppose that in the remote past the electrons were uncorrelated, and follow them along nearly straight orbits. An electron at $x_i(t)$ on its straight orbit is displaced by the field through

$$
\xi_i(t)=\int_{-\infty}^t(t-s)\,\alpha(x_i(s),s)ds,
$$

where $\alpha$ is the acceleration. To first order, its contribution to $r_k$ changes by $-ik\xi_ie^{-ikx_i(t)}$. The acceleration has amplitude $\alpha_k=-ikv^2a_k(r_k-b_k)/N$, now including the ion field. In the sum over electrons, uniformly spread positions leave only the wave number that cancels the phase of $e^{-ikx_i(t)}$. The remaining velocity average is $\langle e^{-iku(t-s)}\rangle=g_k(t-s)$. The kernel multiplying $r_k(s)-b_k$ is therefore

$$
N(-ik)(t-s)\left(-\frac{ikv^2a_k}{N}\right)g_k(t-s)
=-k^2v^2a_k(t-s)g_k(t-s)=a_kg_k'(t-s).
$$

With $r_k^{(0)}$ the amplitude on straight orbits,

$$
r_k(t)=r_k^{(0)}(t)+a_k\int_{-\infty}^tg_k'(t-s)
\left[r_k(s)-b_k\right]ds . \tag{13}
$$

First take the constant part $\mu_k$. Since $\int_0^\infty g_k'dt=-1$, equation (13) gives $\mu_k=-a_k\mu_k+a_kb_k$, hence $\mu_k=a_kb_k/(1+a_k)=(1-S_k)b_k$. This is the ion-driven part of (9). Here it appears as static screening of the frozen ions.

Equilibrium statistics have given the variance (9), and the perturbed-orbit equation (13) has reproduced its ion-driven part. It remains to derive the electron part from its frequency spectrum, check that the two derivations agree at every lag, and apply the result to a small simulation and a processing-plasma example.
